# Why a spin-orbit torque pulse can switch but not select: verification in Python

```python
"""Can spin-orbit torque with in-plane polarization select up or down?

Result under test: for one current line x and polarization y, the rotation
R(mx,my,mz)=(-mx,my,-mz) maps solutions to solutions, so opposite starts end
oppositely and no pulse sets a chosen state. Breaking R can permit selection.
Gilbert equation: m' = -gamma m x B + alpha m x m', where
B = K (m.n) n + applied + F sigma + D m x sigma.
m: unit magnetization, n: easy axis, sigma: spin polarization,
K: anisotropy field, D: damping-like field, F: field-like field (tesla).
Time is in ns unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import erf

GAMMA_SI = const.physical_constants["electron gyromag. ratio"][0]
GAMMA = GAMMA_SI * 1e-9
K, D0, F0, ALPHA = 0.4, 0.3, -0.2, 0.05
MS, DIAMETER, THICKNESS, TEMPERATURE = 1e6, 40e-9, 1e-9, 300.0
X, Y, Z = np.eye(3)[:, :, None]
R = np.array([-1.0, 1.0, -1.0])[:, None]
ZERO = np.zeros((3, 1))
rng = np.random.default_rng(12)


def cross(a, b):
    return np.stack((a[1] * b[2] - a[2] * b[1],
                     a[2] * b[0] - a[0] * b[2],
                     a[0] * b[1] - a[1] * b[0]))


def total_field(m, D=0.0, F=0.0, applied=ZERO, sigma=Y, axis=Z):
    return (K * axis * np.sum(m * axis, axis=0) + applied
            + F * sigma + D * cross(m, sigma))


def rate(m, **torques):
    torque = cross(m, total_field(m, **torques))
    return -GAMMA / (1 + ALPHA**2) * (torque + ALPHA * cross(m, torque))


def evolve(start, duration, times=None, **torques):
    count = start.shape[1]
    solution = solve_ivp(
        lambda t, y: rate(y.reshape(3, count), **torques).ravel(),
        (0, duration), start.ravel(), method="DOP853",
        rtol=1e-9, atol=1e-12, t_eval=times)
    assert solution.success
    path = solution.y.reshape(3, count, -1)
    return path[:, :, -1] if times is None else path


both = np.hstack((Z, -Z))
random_m = rng.normal(size=(3, 2000))
random_m /= np.linalg.norm(random_m, axis=0)

# The explicit rate must satisfy the implicit Gilbert equation.
v = rate(random_m, D=D0, F=F0)
implicit = (-GAMMA * cross(random_m, total_field(random_m, D=D0, F=F0))
            + ALPHA * cross(random_m, v))
assert np.allclose(v, implicit, atol=1e-10)

# Arbitrary collinear current waveform, generic start, separate integrations.
first = random_m[:, :1].copy()
second = R * first
for amplitude in rng.uniform(-1.5, 1.5, 8):
    first = evolve(first, 0.03, D=amplitude * D0, F=amplitude * F0)
    second = evolve(second, 0.03, D=amplitude * D0, F=amplitude * F0)
mirror_error = np.max(np.abs(second - R * first))
assert mirror_error < 1e-6

# Equal loss of the tilted up and down states, without field-like torque.
threshold = K / 2
D_below = 0.95 * threshold
angle = -0.5 * np.arcsin(2 * D_below / K)
tilted_up = np.array([[np.sin(angle)], [0.0], [np.cos(angle)]])
tilted = np.hstack((tilted_up, R * tilted_up))
assert np.max(np.abs(rate(tilted, D=D_below))) < 1e-10
nudged = tilted + 0.01 * Y
nudged /= np.linalg.norm(nudged, axis=0)
assert np.max(np.abs(evolve(nudged, 4.0, D=D_below) - tilted)) < 1e-3
assert np.min(evolve(tilted, 4.0, D=1.10 * threshold)[1]) > 0.999

# Lower bound on the drive toward +y, and its consequence.
parking_bound = K / 2 * (ALPHA + np.sqrt(1 + ALPHA**2))
lower_rate = (GAMMA / (1 + ALPHA**2) * (1 - random_m[1]**2)
              * (D0 + ALPHA * F0 - parking_bound))
assert np.all(v[1] >= lower_rate - 1e-10)
mx, my, mz = random_m
my_formula = GAMMA / (1 + ALPHA**2) * (
    (D0 + ALPHA * F0) * (1 - my**2) + K * mx * mz - ALPHA * K * mz**2 * my)
assert np.allclose(v[1], my_formula, atol=1e-10)
parked = evolve(both, 0.3, D=D0, F=F0)
assert np.min(parked[1]) > 0.99999

# Pulse length changes whether the state toggles, never the mirror relation.
times = np.arange(151) * 1e-3
pulse_path = evolve(both, times[-1], times=times, D=D0, F=F0)
toggle_index = int(np.argmin(pulse_path[2, 0]))
toggle_time = times[toggle_index]
lengths = np.array([20, 40, 60, 80, 100, 120])
snapshots = pulse_path[:, :, lengths].reshape(3, -1)
toggle_final = evolve(snapshots, 6.0)[2].reshape(2, -1)
assert np.all(np.abs(toggle_final) > 0.9)
assert np.all(toggle_final[0] * toggle_final[1] < 0)
assert np.any(toggle_final[0] < 0) and np.any(toggle_final[0] > 0)
assert np.all(np.sign(toggle_final.ravel()) == np.sign(snapshots[2]))
growth_rate = ALPHA * GAMMA * K / (1 + ALPHA**2)
later = evolve(snapshots, 0.3)
ratio_before = snapshots[2] / np.hypot(snapshots[0], snapshots[1])
ratio_after = later[2] / np.hypot(later[0], later[1])
assert np.allclose(ratio_after, ratio_before * np.exp(growth_rate * 0.3),
                   rtol=1e-5, atol=1e-8)

# Biases: name, field in pulse, field after pulse, easy axis, polarization.
tilt = np.deg2rad(5.0)
bias_field, sigma_z = 0.04, 0.1
toward_x = np.sin(tilt) * X + np.cos(tilt) * Z
toward_y = np.sin(tilt) * Y + np.cos(tilt) * Z
cases = [
    ("none", ZERO, ZERO, Z, Y),
    ("field y", bias_field * Y, ZERO, Z, Y),
    ("axis tilt to x", ZERO, ZERO, toward_x, Y),
    ("field x", bias_field * X, ZERO, Z, Y),
    ("field z", bias_field * Z, bias_field * Z, Z, Y),
    ("axis tilt to y", ZERO, ZERO, toward_y, Y),
    ("polarization z", ZERO, ZERO, Z, Y + sigma_z * Z),
]
defects = []
for _, during, _, axis, sigma in cases:
    options = dict(D=D0, applied=during, axis=axis, sigma=sigma)
    difference = rate(R * random_m, **options) - R * rate(random_m, **options)
    defects.append(np.max(np.linalg.norm(difference, axis=0)) / GAMMA)
defects = np.array(defects)
assert np.all(defects[:3] < 1e-12) and np.all(defects[3:] > 1e-3)


def columns(item):
    return np.hstack([np.repeat(case[item], 4, axis=1) for case in cases])


axis_columns = columns(3)
start_sign = np.tile([1.0, -1.0, 1.0, -1.0], len(cases))
current_sign = np.tile([1.0, 1.0, -1.0, -1.0], len(cases))
pulse_end = evolve(axis_columns * start_sign, 0.3, D=D0 * current_sign,
                   applied=columns(1), axis=axis_columns, sigma=columns(4))
bias_final = evolve(pulse_end, 6.0, applied=columns(2),
                    axis=axis_columns)[2].reshape(-1, 2, 2)
assert np.all(np.abs(bias_final) > 0.9)
agreement = bias_final[:, :, 0] * bias_final[:, :, 1]
assert np.all(agreement[:3] < 0) and np.all(agreement[3:] > 0)
assert np.all(bias_final[3:, 0, 0] > 0)
assert np.all(bias_final[[3, 5, 6], 1, 0] < 0) and bias_final[4, 1, 0] > 0

# Parked state with a field along the current, reached from both starts.
parked_bias = []
for assist, drive in ((0.04, D0), (0.08, -D0)):
    px, pz = -K * assist / drive**2, assist / drive
    py = np.sign(drive) * np.sqrt(1 - px**2 - pz**2)
    predicted = np.array([[px], [py], [pz]])
    reached = evolve(both, 1.0, D=drive, applied=assist * X)
    assert np.max(np.abs(reached - predicted)) < 1e-6
    parked_bias.append(predicted[:, 0])

# A second current along +y or -y has polarization -x or +x.
crossed_final = []
for direction in (1, -1):
    tipped = evolve(parked, 0.01, D=D0, F=F0, sigma=-direction * X)
    crossed_final.append((tipped[2], evolve(tipped, 3.0)[2]))
assert np.all(crossed_final[0][1] > 0.9)
assert np.all(crossed_final[1][1] < -0.9)

# Thermal ensemble: stochastic Heun method, independent noise in each copy.
moment = MS * np.pi * DIAMETER**2 / 4 * THICKNESS
thermal_field = const.k * TEMPERATURE / moment
barrier = K / (2 * thermal_field)
groups = [  # name, copies per start, D, F, assist field x, pulse length
    ("long, no bias", 1500, D0, 0.0, 0.0, 1.0),
    ("toggle, no bias", 1500, D0, F0, 0.0, toggle_time),
    ("+current, 40 mT", 1000, D0, 0.0, 0.04, 1.0),
    ("-current, 80 mT", 1000, -D0, 0.0, 0.08, 1.0),
]
copies = [2 * group[1] for group in groups]
drive, field_like, assist, length = (
    np.repeat([group[i] for group in groups], copies) for i in range(2, 6))
m = np.zeros((3, sum(copies)))
m[2] = np.concatenate([np.repeat([1.0, -1.0], group[1]) for group in groups])
dt = 1e-3
noise_size = np.sqrt(2 * ALPHA * const.k * TEMPERATURE
                     / (GAMMA_SI * moment * dt * 1e-9))
for step in range(2500):
    on = ((step + 0.5) * dt < length).astype(float)
    applied = noise_size * rng.standard_normal(m.shape)
    applied[0] += on * assist
    options = dict(D=on * drive, F=on * field_like, applied=applied)
    slope = rate(m, **options)
    trial = m + dt * slope
    m = m + dt / 2 * (slope + rate(trial, **options))
    m /= np.sqrt(np.sum(m * m, axis=0))
fractions, offset = [], 0
for group in groups:
    count = group[1]
    fractions.append([np.mean(m[2, offset:offset + count] > 0),
                      np.mean(m[2, offset + count:offset + 2 * count] > 0)])
    offset += 2 * count
fractions = np.array(fractions)
# Tolerances cover about four standard errors of the finite samples.
assert np.all(np.abs(fractions[0] - 0.5) < 0.055)
assert np.all(np.abs(fractions[:2].mean(axis=1) - 0.5) < 0.04)
assert fractions[1, 0] < 0.3 and fractions[1, 1] > 0.7
estimates = []
for index, group in enumerate(groups[2:]):
    spread = np.sqrt(thermal_field * (1 / K + ALPHA / abs(group[2])))
    estimate = 0.5 * (1 + erf(parked_bias[index][2] / (np.sqrt(2) * spread)))
    assert np.all(np.abs(fractions[index + 2] - estimate) < 0.04)
    estimates.append((spread, estimate))

print(f"K, D, F: {K*1e3:.0f}, {D0*1e3:.0f}, {F0*1e3:.0f} mT; alpha {ALPHA}")
print(f"gamma: {GAMMA:.3f} rad/(ns T)")
print(f"Magnetization {MS:.1e} A/m; temperature {TEMPERATURE:.0f} K")
print(f"Disc diameter, thickness: {DIAMETER*1e9:.0f}, {THICKNESS*1e9:.0f} nm")
print(f"Magnetic moment: {moment:.4e} A m^2")
print(f"kT/moment: {thermal_field*1e3:.3f} mT; barrier: {barrier:.2f} kT")
print(f"Loss of both tilted states at F=0: {threshold*1e3:.1f} mT")
print(f"Sufficient D+alpha F for parking: {parking_bound*1e3:.1f} mT")
print(f"D+alpha F in example: {(D0+ALPHA*F0)*1e3:.1f} mT")
print(f"Arbitrary-waveform mirror error: {mirror_error:.1e}")
print(f"Growth rate after pulse: {growth_rate:.3f} per ns")
print("Pulse table, F=-200 mT: ps; mz at end, final mz from up; from down")
for j, ps in enumerate(lengths):
    print(f"  {ps:3d}; {pulse_path[2,0,ps]:+.4f}, {toggle_final[0,j]:+.2f};"
          f" {toggle_final[1,j]:+.2f}")
print(f"Best toggle: {toggle_time*1e3:.0f} ps,"
      f" mz {pulse_path[2,0,toggle_index]:+.4f}")
print(f"Bias sizes: field {bias_field*1e3:.0f} mT, tilt"
      f" {np.rad2deg(tilt):.0f} deg, sigma_z {sigma_z:.1f}")
print("Bias table, F=0, pulse 0.3 ns: symmetry defect in mT;")
print("  final mz for +current from up, down; -current from up, down")
for case, defect, final in zip(cases, defects, bias_final):
    values = ", ".join(f"{value:+.2f}" for value in final.ravel())
    print(f"  {case[0]:15s} {defect*1e3:6.2f}; {values}")
print("Crossed currents: first 0.3 ns, second 10 ps, F=-200 mT")
for label, (tip, final) in zip(("+y", "-y"), crossed_final):
    print(f"  second {label}: mz at end {tip[0]:+.3f}, {tip[1]:+.3f};"
          f" final {final[0]:+.2f}, {final[1]:+.2f}")
print("Parked m (x,y,z) with assist field:")
for group, state in zip(groups[2:], parked_bias):
    print(f"  {group[0]}: {state[0]:+.4f}, {state[1]:+.4f}, {state[2]:+.4f}")
print("Thermal runs: copies per start; P(up|up), P(up|down), mean")
for group, values in zip(groups, fractions):
    print(f"  {group[0]:16s} {group[1]}; {values[0]:.4f}, {values[1]:.4f},"
          f" {values.mean():.4f}")
print("Estimated spread of mz and P(up) with assist field:")
for group, (spread, estimate) in zip(groups[2:], estimates):
    print(f"  {group[0]}: {spread:.4f}, {estimate:.4f}")
print("Long thermal pulse 1 ns; total thermal run 2.5 ns; time step 1 ps")
print("success")
```

It prints:

```
K, D, F: 400, 300, -200 mT; alpha 0.05
gamma: 176.086 rad/(ns T)
Magnetization 1.0e+06 A/m; temperature 300 K
Disc diameter, thickness: 40, 1 nm
Magnetic moment: 1.2566e-18 A m^2
kT/moment: 3.296 mT; barrier: 60.68 kT
Loss of both tilted states at F=0: 200.0 mT
Sufficient D+alpha F for parking: 210.2 mT
D+alpha F in example: 290.0 mT
Arbitrary-waveform mirror error: 0.0e+00
Growth rate after pulse: 3.513 per ns
Pulse table, F=-200 mT: ps; mz at end, final mz from up; from down
   20; +0.4725, +1.00; -1.00
   40; -0.1141, -1.00; +1.00
   60; -0.1212, -1.00; +1.00
   80; -0.0102, -1.00; +1.00
  100; +0.0148, +1.00; -1.00
  120; +0.0046, +1.00; -1.00
Best toggle: 49 ps, mz -0.1675
Bias sizes: field 40 mT, tilt 5 deg, sigma_z 0.1
Bias table, F=0, pulse 0.3 ns: symmetry defect in mT;
  final mz for +current from up, down; -current from up, down
  none              0.00; -1.00, +1.00, -1.00, +1.00
  field y           0.00; +1.00, -1.00, +1.00, -1.00
  axis tilt to x    0.00; -1.00, +1.00, -1.00, +1.00
  field x          79.90; +1.00, +1.00, -1.00, -1.00
  field z          79.90; +1.00, +1.00, +1.00, +1.00
  axis tilt to y   69.30; +1.00, +1.00, -1.00, -1.00
  polarization z   59.93; +1.00, +1.00, -1.00, -1.00
Crossed currents: first 0.3 ns, second 10 ps, F=-200 mT
  second +y: mz at end +0.321, +0.321; final +1.00, +1.00
  second -y: mz at end -0.321, -0.321; final -1.00, -1.00
Parked m (x,y,z) with assist field:
  +current, 40 mT: -0.1778, +0.9750, +0.1333
  -current, 80 mT: -0.3556, -0.8958, -0.2667
Thermal runs: copies per start; P(up|up), P(up|down), mean
  long, no bias    1500; 0.4887, 0.4940, 0.4913
  toggle, no bias  1500; 0.0367, 0.9707, 0.5037
  +current, 40 mT  1000; 0.9220, 0.9090, 0.9155
  -current, 80 mT  1000; 0.0030, 0.0030, 0.0030
Estimated spread of mz and P(up) with assist field:
  +current, 40 mT: 0.0938, 0.9225
  -current, 80 mT: 0.0938, 0.0022
Long thermal pulse 1 ns; total thermal run 2.5 ns; time step 1 ps
success
```
